# Why the adiabatic band-edge shift diverges in polar oxides

**Question.** The Allen-Heine-Cardona method gives the shift of a band energy caused by lattice vibrations, to second order in the atomic displacements. In its adiabatic form the phonon energy is dropped from the energy denominators, which looks harmless when phonon energies are far smaller than the band gap. Why does the shift of a band edge in a polar oxide then fail to converge as the phonon wavevector grid is refined, and why does restoring the phonon energy cure it?

**Answer.**

### The mechanism

Dropping the phonon energy $\omega$ treats the lattice as frozen while the electron responds to it. This is justified if every electronic transition energy is large compared with $\omega$. The gap is the wrong energy to compare with, because the electron can also scatter within its own band. From a band minimum of mass $m$, scattering by wavevector $q$ costs (atomic units, $\hbar=e=m_e=1$)
$$\epsilon_q=\frac{q^2}{2m},$$
which vanishes as $q\to0$. Below
$$q_{LO}=\sqrt{2m\omega}$$
this cost is less than $\omega$: the lattice oscillates faster than the electron can follow, and the frozen picture is wrong.

In a polar crystal these same long waves couple most strongly, because a longitudinal optical (LO) vibration carries a macroscopic electric field. The adiabatic formula thus assigns an unlimited response to the very waves that oscillate too fast for the electron to follow.

The treatment below assumes an empty, non-degenerate, parabolic conduction-band minimum in an insulating, non-piezoelectric crystal with one flat LO branch.

### The coupling

Let $u$ be the relative displacement of the ions in a cell of volume $\Omega$, with Born charge $Z$ and reduced mass $M$. A longitudinal wave without free charge has zero displacement field, so $\varepsilon_\infty E+4\pi Zu/\Omega=0$ and
$$E=-\frac{4\pi Zu}{\Omega\varepsilon_\infty}.$$
The force $ZE$ stiffens the vibration from its transverse frequency $\omega_T$ to
$$\omega^2=\omega_T^2+\frac{4\pi Z^2}{M\Omega\varepsilon_\infty}.$$
In a static applied field, $u=ZE/(M\omega_T^2)$, which gives $\varepsilon_0=\varepsilon_\infty+4\pi Z^2/(M\Omega\omega_T^2)$. Comparing the two results gives $\omega^2/\omega_T^2=\varepsilon_0/\varepsilon_\infty$.

The electron's potential energy has amplitude $|E|/q$, and the zero-point mean square displacement of a mode is $1/(2M\omega)$. With sums over modes written as averages over the Brillouin zone, the squared coupling is
$$|g_q|^2=\left(\frac{4\pi Z}{\Omega\varepsilon_\infty q}\right)^2\frac{1}{2M\omega}
=\frac{2\pi(\omega^2-\omega_T^2)}{\Omega\varepsilon_\infty\omega q^2},$$
where $4\pi Z^2/(M\Omega)=\varepsilon_\infty(\omega^2-\omega_T^2)$ was used. Replacing $\omega_T^2$ by $\omega^2\varepsilon_\infty/\varepsilon_0$ leaves
$$|g_q|^2=\frac{G}{q^2},\qquad G=\frac{2\pi\omega\beta}{\Omega},\qquad \beta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

### The two denominators

Let $n$ be the thermal phonon occupation. Emission has weight $n+1$ and absorption weight $n$, so second-order perturbation theory gives the intraband shift
$$\Delta E=\left\langle |g_q|^2\left[\frac{n+1}{-\epsilon_q-\omega}+\frac{n}{-\epsilon_q+\omega}\right]\right\rangle_q .$$
Dropping $\omega$ merges the terms into $-(2n+1)|g_q|^2/\epsilon_q$. At zero temperature the choice is between
$$\Delta E_{ad}=-\left\langle\frac{|g_q|^2}{\epsilon_q}\right\rangle_q,\qquad
\Delta E_{dyn}=-\left\langle\frac{|g_q|^2}{\epsilon_q+\omega}\right\rangle_q .$$

A small case separates them. Take two modes, $+q$ and $-q$, with $\epsilon_q=0.2\,\omega$ and $g=0.01\,\omega$. Diagonalizing the coupled electron-phonon Hamiltonian at zero total momentum, with up to four phonons per mode, gives $-1.667\times10^{-4}\,\omega$. The dynamical formula, $-2g^2/(\omega+\epsilon_q)$, gives the same value to the digits shown. The adiabatic formula gives $-1.0\times10^{-3}\,\omega$, six times too large, since $(\omega+\epsilon_q)/\epsilon_q=6$.

The full method also contains interband and Debye-Waller terms. Neither can cancel a divergence at small $q$:

- **Interband terms.** The overlap between different bands vanishes in proportion to $q$, which cancels the $1/q$ in the coupling, and the denominator stays near the gap.
- **Debye-Waller term.** It averages products of displacements with opposite wavevectors. The resulting potential is lattice-periodic and carries no macroscopic field, and the mean square optical displacement per mode is bounded.

### Counting powers of $q$

For an isotropic integrand $F(q)$, the zone average becomes
$$\left\langle\frac{G}{q^2}F\right\rangle_q=\frac{\Omega}{(2\pi)^3}\int4\pi q^2\,\frac{G}{q^2}F\,dq=\frac{\omega\beta}{\pi}\int F\,dq .$$
The volume element has cancelled the coupling singularity, so nothing is left to tame the denominator. With the usual coupling constant
$$\alpha=\beta\sqrt{\frac{m}{2\omega}},\qquad\text{so that}\qquad \alpha\omega q_{LO}=\beta m\omega,$$
and $F=-2m/q^2$ between cutoffs $q_{min}$ and $Q$,
$$\Delta E_{ad}=-\frac{2}{\pi}\alpha\omega\,q_{LO}\left(\frac1{q_{min}}-\frac1Q\right).$$
This goes to minus infinity as $q_{min}\to0$. Keeping $\omega$ changes $F$ to $-2m/(q^2+q_{LO}^2)$. With $x=q/q_{LO}$ and the upper limit taken to infinity,
$$\Delta E_{dyn}=-\frac{2}{\pi}\alpha\omega\int_0^\infty\frac{dx}{1+x^2}=-\alpha\omega .$$
Since $\arctan1=\pi/4$, half of this shift comes from $q<q_{LO}$, the region where the adiabatic premise fails.

Both ingredients are needed. A short-range coupling, constant at small $q$, leaves $\int q^2\,dq/q^2$, which is finite. A polar coupling across a fixed gap leaves $\int dq/(E_g+\epsilon_q)$, also finite. A finite adiabatic value need not be accurate, but it does exist.

### What diverges is second-order theory

For one frozen wave, $V=2v\cos qx$, second order gives $-2v^2/\epsilon_q$, which is unbounded as $q\to0$. Yet kinetic energy is never negative and $V\ge-2v$, so the true lowest energy cannot fall below $-2v$. For $\epsilon_q=0.001\,v$, diagonalization gives $-1.97\,v$, where second order gives $-2000\,v$. The electron settles into the potential wells, which a small correction to a plane wave cannot describe. The divergence therefore does not show that every frozen-lattice calculation diverges.

### What a grid shows

On an $N\times N\times N$ grid for a cubic cell of side $a$, the wavevectors are $2\pi\mathbf n/(Na)$, and $\mathbf n=0$ is omitted. The small-$q$ terms give the leading adiabatic growth:
$$-\frac{2mG}{N^3}\left(\frac{Na}{2\pi}\right)^4\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^4}
=-\alpha\omega\,\frac{q_{LO}a\,Z_4}{4\pi^3}\,N,\qquad Z_4=16.53 .$$
Here $G=2\pi\omega\beta/a^3$ and $\beta m\omega=\alpha\omega q_{LO}$ were inserted. The growth is linear in $N$.

The dynamical sum converges, but slowly. Near $q=0$ its summand is $-G/(\omega q^2)$, which is integrable, but the grid omits the central point. The difference between sum and integral is governed by
$$Z_2=\lim_{R\to\infty}\left[\sum_{0<|\mathbf n|<R}\frac1{|\mathbf n|^2}-4\pi R\right]=-8.914 .$$
Hence the sum exceeds its limit by
$$-\frac{G}{\omega N^3}\left(\frac{Na}{2\pi}\right)^2Z_2=-\frac{\beta Z_2}{2\pi aN}=-\frac{\alpha\omega Z_2}{\pi q_{LO}a}\,\frac1N,$$
using $\beta=2\alpha\omega/q_{LO}$. This leading term holds once the grid resolves $q_{LO}$, that is, for $N\gg2\pi/(q_{LO}a)$.

### Numbers for an oxide-like model

Take $m=0.2$, $\varepsilon_\infty=4$, $\varepsilon_0=9$, $\omega=0.07$ eV and $a=5$ angstrom. Then $\beta=0.1389$, $\alpha=0.866$ and $q_{LO}=0.0606$ per angstrom, corresponding to a length $1/q_{LO}$ of 16.5 angstrom. The continuum shift is
$$-\alpha\omega=-0.866\times0.07\ \text{eV}=-0.0606\ \text{eV}\quad(-60.6\ \text{meV}).$$

For the grid sums, $q^2$ is replaced in both the coupling and the kinetic energy by its periodic counterpart $(2/a^2)\sum_i(1-\cos q_ia)$. With $q_{LO}a=0.303$, the predicted adiabatic slope is
$$-\frac{0.0606\times0.303\times16.53}{4\pi^3}\ \text{eV}=-0.00245\ \text{eV per unit }N .$$
The sums at $N=64$ and $128$, which are $-0.159$ and $-0.316$ eV, give the same slope.

The dynamical sums at these sizes are $-0.0540$ and $-0.0583$ eV. The predicted $1/N$ coefficient is 0.567 eV; removing that term gives $-0.0628$ and $-0.0627$ eV. An independent integral for the infinite grid gives $-0.0627$ eV.

A coarse grid conceals the problem. At $N=8$ the two methods give $-0.0220$ and $-0.0203$ eV, because the smallest wavevector, 0.157 per angstrom, is well above $q_{LO}$. Both values are far from the converged shift. The $1/N$ correction overshoots there, to $-0.091$ eV, since $N=8$ is below $2\pi/(q_{LO}a)\approx21$. The adiabatic curve passes the correct limit between $N=24$ and $N=25$, so agreement at that size is accidental.

The power counting can be read from successive increments, from $N=32$ to 64 and from 64 to 128. Linear growth doubles the increment; a $1/N$ approach to a limit halves it. The ratio is 2.00 for polar intraband coupling, and 0.50 both for short-range intraband coupling and for polar coupling across a 3 eV gap.

### Ways in which the divergence is hidden or changed

**Artificial broadening.** Replacing $-\epsilon_q$ by $-\epsilon_q+i\delta$ gives, with $d=\delta/\omega$,
$$\mathrm{Re}\,\Delta E_{ad}=-\frac2\pi\alpha\omega\int_0^\infty\frac{x^2\,dx}{x^4+d^2}=-\alpha\omega\sqrt{\frac{\omega}{2\delta}} .$$
The substitution $x=\sqrt d\,y$ extracts $d^{-1/2}$. The remaining integral of $y^2/(1+y^4)$ is unchanged in value if its numerator becomes 1 (put $y\to1/y$). Averaging the two forms and setting $w=y-1/y$ gives $\frac12\int_{-\infty}^{\infty}dw/(w^2+2)=\pi/(2\sqrt2)$. For $\delta=0.1$, 0.01 and 0.001 eV the shift is $-0.036$, $-0.113$ and $-0.359$ eV. Each is a converged number set by $\delta$.

**A state away from the minimum.** At wavevector $k$ the denominator is $-(q^2+2kq\mu)/2m$, where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. It changes sign, and the principal-value angular average gives
$$\Delta E_{ad}(k)=-\frac2\pi\alpha\omega q_{LO}\int_0^\infty\frac{dq}{4kq}\ln\left|\frac{q+2k}{q-2k}\right|=-\frac\pi4\alpha\omega\frac{q_{LO}}k .$$
With $t=q/2k$, expanding the logarithm for $t<1$ gives $2\sum_j(2j+1)^{-2}=\pi^2/4$, and $t>1$ contributes equally through $t\to1/t$. The result is finite, but diverges towards the edge: at $k=0.1\,q_{LO}$ it is already $-0.476$ eV.

**Temperature.** The adiabatic divergence is multiplied by $2n+1$. In the dynamical continuum result, absorption contributes the principal value of $\int_0^\infty dx/(1-x^2)$. Its antiderivative, $\frac12\ln|(1+x)/(1-x)|$, vanishes at both ends and its singular parts cancel across $x=1$, so the real part is zero. The shift becomes $-\alpha\omega(1+n)$. Absorption instead gives a level width
$$2\pi n\left\langle|g_q|^2\delta(\epsilon_q-\omega)\right\rangle_q=4\alpha\omega n\int_0^\infty\delta(x^2-1)\,dx=2\alpha\omega n .$$
At 300 K, $n=0.0715$, the shift is $-0.065$ eV and the width is 0.009 eV. These are continuum values. On a grid the absorption denominator vanishes at $q=q_{LO}$, so at finite temperature a bare sum scatters with $N$ according to how close grid points fall to the pole. It needs a principal-value treatment or a broadening small compared with $\omega$.

**Piezoelectric crystals.** Acoustic phonons there have $|g_q|^2\propto1/q$, and at zero temperature the adiabatic integral becomes $\int dq/q$, a logarithmic divergence. Keeping the acoustic energy $cq$ leaves $\int q\,dq/(q^2/2m+cq)$, which is finite at small $q$.

### How far the model reaches

The parameters are rough values in the regime of indium oxide, a centrosymmetric cubic semiconductor; the 5 angstrom cell is about half its conventional cube edge. The result is the long-range intraband part for one effective mode, not the material's full zero-point shift, which also includes short-range and Debye-Waller contributions. The sizes of several omissions are:

- The next order in the coupling, $-0.0159\,\alpha^2\omega$, adds $-0.0008$ eV.
- The lattice model differs from the continuum by $-0.002$ eV. The sign depends on the model: keeping the true $q^2$ and cutting it off at the same cubic zone gives $+0.003$ eV, so only the size, a few meV, is meaningful.
- Indium oxide has several LO modes. Moving half of $\beta$ to a mode at $\omega/2$, with everything else fixed, gives $-0.052$ eV, because $\alpha\omega=\beta\sqrt{m\omega/2}$.
- Polar coupling to the filled valence band pushes the edge up. Taking the small-$q$ coupling as constant over the zone, with the interband dipole inferred from $m$ and the 3 eV gap, gives 0.012 eV. This is an overestimate: it lets the squared overlap between the bands grow as $q^2$ to about 2 at $q=\pi/a$, whereas a squared overlap cannot exceed 1. A two-band overlap that saturates gives about 0.002 eV. In indium oxide itself the transition across the fundamental gap of about 3 eV is dipole-forbidden and strong transitions start from deeper valence bands, so this estimate is generic rather than specific to the material.

Real films also contain carriers. If the LO frequency is held at its unscreened value, static screening with wavevector $q_s$ multiplies $|g_q|^2$ by $q^4/(q^2+q_s^2)^2$. The adiabatic shift then becomes finite, $-\alpha\omega\,q_{LO}/(2q_s)$. At $10^{17}$ cm$^{-3}$ and 300 K the screening length computed with $\varepsilon_\infty$ is 76 angstrom (the usual Debye length, with $\varepsilon_0$, is 113 angstrom). With this length, the zero-point part of the adiabatic shift is $-0.139$ eV, against $-0.045$ eV with $\omega$ retained; thermal phonons are left out of both values. Fully static screening would also weaken the restoring field and lower the LO frequency towards $\omega_T$ at small $q$, which makes both shifts somewhat larger in magnitude. Screening removes the infinity without making the adiabatic value right. The carrier plasma energy, 0.013 eV with $\varepsilon_\infty$, is well below $\omega$, so static screening is not exact. The small-$q$ part of the shift is nevertheless set by the low-frequency response, where carriers do screen, and most of the reduction from $-0.061$ eV survives: a frequency-dependent response of the non-degenerate carriers gives about $-0.050$ eV. Heavily doped transparent electrodes lie outside the model, since their band edge is filled. In an amorphous film $k$ is not a sharp label, and the crystal result serves only as a guide. The main values are in the numerical output below.

## Computed values

```
band mass = 0.2 electron masses
eps_inf = 4.0, eps_0 = 9.0
LO phonon energy = 0.070 eV
gap = 3.00 eV, cell side = 5.00 angstrom
1/eps_inf - 1/eps_0 = 0.13889
alpha = 0.8660
q_LO = 0.06062 1/angstrom
1/q_LO = 16.50 angstrom
continuum shift -alpha*omega = -0.06062 eV
same, converted = -60.62 meV
share from q < q_LO = 0.5000
two-mode test: kinetic/omega = 0.2, g/omega = 0.01
 quantum diagonalization = -1.6667e-04 omega
 dynamical second order = -1.6667e-04 omega
 frozen diagonalization = -9.9566e-04 omega
 adiabatic second order = -1.0000e-03 omega
soft frozen case: kinetic/v = 0.0010
 diagonalization = -1.9684 v
 second order = -2000.0 v
lattice constants Z4 = 16.53232, Z2 = -8.91363
N, box (angstrom), adiabatic, dynamical, corrected (eV)
   8     40  -0.02197  -0.02034  -0.09127
  16     80  -0.04177  -0.03323  -0.06869
  32    160  -0.08106  -0.04582  -0.06356
  64    320  -0.15949  -0.05396  -0.06282
 128    640  -0.31625  -0.05830  -0.06273
adiabatic slope, formula = -0.002449 eV per N
adiabatic slope, grids = -0.002449 eV per N
dynamical 1/N coefficient, formula = 0.5674 eV
dynamical 1/N coefficient, grid = 0.5658 eV
dynamical lattice limit = -0.06272 eV
first even N with adiabatic below limit = 26
increment ratio, polar intraband = 1.9989
increment ratio, short-range intraband = 0.5001
increment ratio, polar with gap = 0.5008
increment ratio, piezoelectric = 0.9999
adiabatic, delta 0.1 eV = -0.03586 eV
adiabatic, delta 0.01 eV = -0.11340 eV
adiabatic, delta 0.001 eV = -0.35861 eV
adiabatic at k = 0.1 q_LO = -0.47608 eV
phonon occupation at 300 K = 0.0715
dynamical shift at 300 K = -0.06495 eV
absorption width = 0.00866 eV
fourth-order coefficient = -0.01592 alpha^2 omega
fourth-order shift = -0.00084 eV
lattice minus continuum = -0.00210 eV
half the coupling at omega/2: shift = -0.05174 eV
interband polar estimate = +0.01164 eV
carrier density = 1.0e+17 cm^-3
density / band density of states = 0.0446
screening length = 75.6 angstrom
plasma energy = 0.0131 eV
static screening, dynamical shift = -0.04530 eV
static screening, adiabatic shift = -0.13889 eV
```
